Why silicon (001) hole subbands have an isotropic zone-centre mass

**What goes wrong without the result**

Take the bulk heavy-hole mass of silicon along each in-plane direction and use it for a (001) film, and the film seems to need a mass of 0.28 m0 along [100] and 0.57 m0 along [110]. At the subband edge this is wrong. A 5 nm film treated below has a single in-plane mass there, 0.31 m0. The opposite error is to carry this isotropic mass to room temperature, where most holes lie outside the region in which it holds.

For a well-separated subband the energy near the zone centre has the form

E(k,θ) = E0 + A k² + (B + D cos4θ) k⁴ + …   (1)

Hole energies are counted positive into the valence band, k is the in-plane wavevector, and θ is its angle from [100]. The walls are taken as smooth and without atomic structure. In a symmetric film E is the energy itself. In an asymmetric inversion layer it is the mean of two spin branches. Real silicon faces can add a term that (1) lacks; both qualifications are treated below.

**Why symmetry leaves one mass**

At k = 0 a subband is a pair of states related by time reversal. If all other levels lie a finite energy away, they can be eliminated by perturbation theory. What remains is a 2×2 matrix whose elements are power series in kx and ky. Half its trace, the mean energy of the pair, is therefore also a power series.

A quarter turn about the film normal leaves the model unchanged, so the levels at (kx, ky) and (−ky, kx) agree. Apply this to a general quadratic form:

a kx² + b kxky + d ky² → a ky² − b kxky + d kx².

Equality for all k requires a = d and b = 0, which leaves A(kx² + ky²): one mass.

For higher orders, write k± = kx ± iky. A quarter turn multiplies k₊^p k₋^q by i^(p−q), so p − q must be a multiple of four. Odd orders drop out. At fourth order three terms survive: k₊²k₋² = k⁴, and k₊⁴ and k₋⁴, which combine into k⁴cos4θ and k⁴sin4θ. The mirror ky → −ky removes the sine. This gives (1).

In a symmetric film, inversion combined with time reversal makes the pair degenerate at every k, so the mean is the energy.

The bulk has the same cubic symmetry but escapes the argument, because at its zone centre heavy and light holes are degenerate. Eliminating one from the other would divide by zero. The couplings below show this explicitly.

**The couplings**

The valence states are built from p-like orbitals X, Y, Z with spin. Let c = ħ²/2m0 = 38.1 meV nm², and let γ1, γ2, γ3 be the Luttinger parameters. The kinetic matrix has

H_XX = c[(γ1+4γ2)kx² + (γ1−2γ2)(ky²+kz²)],
H_XY = 6cγ3 kxky,

and the other elements follow by permuting the axes. The spin-orbit term is (Δ/3)(1 − L·σ), which is 0 for total angular momentum J = 3/2 and Δ for J = 1/2.

The heavy hole with m = 3/2 is P₊↑, where P± = (X ± iY)/√2. Its in-plane diagonal energy is the average of H_XX and H_YY at kz = 0, namely c(γ1+γ2)k². Two couplings leave it.

The first is linear in k:

⟨Z|H|P₊⟩ = (6/√2) cγ3 k₊kz.

The second comes from the difference of H_XX and H_YY and from H_XY:

T = ⟨P₋|H|P₊⟩ = 3ck²(γ2cos2θ + iγ3sin2θ).   (2)

The factor 3 is half of 6, since (H_XX − H_YY)/2 = 3cγ2(kx²−ky²), while 6cγ3kxky = 3cγ3k²sin2θ.

For large Δ one keeps J = 3/2, the four-band model. The light hole with m = −1/2 then has weight 1/3 on P₋↑ and 2/3 on Z↓; the one with m = +1/2 has weight 2/3 on Z↑. The squared heavy-light couplings become

|S|² = (2/3)(36/2)c²γ3²k²|kz|² = 12c²γ3²k²|kz|²,
|R|² = |T|²/3 = 3c²k⁴(γ2²cos²2θ + γ3²sin²2θ).   (3)

S has no angle in its magnitude. R carries the warping, and it is already quadratic in k.

Now set kz = 0 in the bulk. The light-hole diagonal energy is the weighted average c[(γ1+γ2)/3 + 2(γ1−2γ2)/3]k² = c(γ1−γ2)k². The heavy and light diagonals differ by 2cγ2k², and R couples them, so the lower root is

E = ck²[γ1 − √(γ2² + 3γ2²cos²2θ + 3γ3²sin²2θ)].

Energy difference and coupling both scale as k², so the angle survives in the mass at arbitrarily small k. In a film the difference tends instead to a constant gap g. The angular shift is then −|R|²/g, which is of order k⁴. Confinement has not removed the warping; it has moved it up by two powers of k.

**The mass and warping in closed form**

Let hard walls stand at z = 0 and L. Every orbital then has the same envelopes, √(2/L) sin(nπz/L), with kz² equal to (nπ/L)². At k = 0 the four-band levels are c(γ1−2γ2)(nπ/L)² for heavy and c(γ1+2γ2)(nπ/L)² for light holes. The first gap is

g = 4cγ2(π/L)².

The coupling S connects the first heavy level to light levels m through

|⟨m|kz|1⟩| = (2π/L²) |∫ sin(mπz/L) cos(πz/L) dz| = 4m/[L(m²−1)], m even,

and zero for odd m. The integral from 0 to L is (L/π)·2m/(m²−1). Second-order perturbation theory adds |S|² divided by E_H1 − E_Lm, where

E_H1 − E_Lm = −c(π/L)²[(γ1+2γ2)m² − (γ1−2γ2)].

With 12 × 16 = 192 and the thickness cancelling,

A/c = γ1+γ2 − (192γ3²/π²) Σ m²/{(m²−1)²[(γ1+2γ2)m² − (γ1−2γ2)]},   (4)

summed over even m. The parameter γ3 does enter the mass, but through a coupling of the same strength in every direction.

The coupling R does not contain kz, so it joins the first heavy level to the first light level with unit overlap. Its shift is −|R|²/g. Using cos²2θ = (1+cos4θ)/2 and sin²2θ = (1−cos4θ)/2, the coefficient of k⁴cos4θ is

D = 3c(γ3²−γ2²)L²/(8π²γ2).   (5)

No other fourth-order term in this model has an angle. S joins m = 3/2 to 1/2, and R joins 3/2 to −1/2. A fourth-order path that returns to 3/2 uses R twice, or S in pairs, and the latter enter as |S|² and |S|⁴.

Equation (5) vanishes for γ2 = γ3 and grows as L². In a thicker film the gap closes, and the range of the isotropic mass shrinks with it.

**Silicon needs the split-off states**

Take γ1 = 4.3, γ2 = 0.34, γ3 = 1.45 and Δ = 44 meV, rough typical silicon values, with L = 5 nm. The four-band gap is 4 × 38.1 × 0.34 × (π/5)² = 20.5 meV. The sum in (4) is 0.02847, so

A/c = 4.64 − 40.9 × 0.02847 = 3.48,

a mass of 0.288 m0. Equation (5) gives D = 211 meV nm⁴. These serve as a reference, but Δ is only about twice the gap, so the J = 1/2 states cannot be dropped.

Keep them, and consider the n = 1 states P₋↑ and Z↓, with energies measured from the heavy hole. The spin-orbit term gives them 2Δ/3 and Δ/3, and couples them with strength √2Δ/3. Z↓ also has the extra confinement energy

u = 6cγ2(π/L)² = 30.7 meV.

The 2×2 matrix has trace Δ + u and determinant (2Δ/3)(Δ/3+u) − 2Δ²/9 = 2Δu/3. Its lower eigenvalue is the gap to the second subband:

g = {Δ + u − √[(Δ+u)² − 8Δu/3]}/2 = 15.1 meV.

The coupling T acts on P₋↑, so the second-order shift is −|T|² times the P₋↑ diagonal element of the inverse matrix:

q = (Δ/3+u)/(2Δu/3) = 1/(2u) + 3/(2Δ) = 0.0504 meV⁻¹.

From (2), the cos4θ part of |T|² is −(9/2)c²(γ3²−γ2²)k⁴, and the direct contribution is

D_direct = (9/2)c²(γ3²−γ2²)q = 654 meV nm⁴.

For Δ → ∞, q becomes 1/(2u) and (5) returns.

Finite Δ also opens a third-order path: P₊↑ goes to m = +1/2 states, then to m = −1/2 states, by two linear couplings, and T takes it back. Within J = 3/2 the middle step is absent. The linear coupling contains JxJz + JzJx or JyJz + JzJy, whose element between m and m′ is proportional to m + m′, and this vanishes for ±1/2.

Let Fk²e^(2iθ) be the amplitude that the two linear steps place on P₋↑, energy denominators included. The mirror combined with time reversal keeps m and makes F real. Since

T = (3/2)ck²[(γ2+γ3)e^(2iθ) + (γ2−γ3)e^(−2iθ)],

the path and its reverse give

2Re(T* Fk²e^(2iθ)) = 3cFk⁴[(γ2+γ3) + (γ2−γ3)cos4θ].

The angular part is again fourth order and again proportional to γ2−γ3. Summing numerically over the intermediate levels gives −333.5 meV nm⁴. The total is

D = 653.9 − 333.5 = 320.4 meV nm⁴,

or 320 meV nm⁴ to three figures.

For the mass I diagonalized the six-band matrix with twenty sine functions per orbital and spin, and took A and D from energies near k = 0. The result is A = 122 meV nm², a mass of 38.1/122 = 0.312 m0. A varies by less than one part in a million over five directions. D agrees with the perturbation sum. The third figure belongs to the chosen parameters: γ1 = 4.22, γ2 = 0.39, γ3 = 1.44 give 0.309 m0 and D = 317 meV nm⁴.

**How far the isotropic mass reaches**

Define an apparent mass m_a = m0 ck²/(E−E0). The same diagonalization gives, for the symmetric film:

k = 0.1 nm⁻¹: 0.313 m0 along [100], 0.331 m0 along [110].
k = 0.2 nm⁻¹: 0.317 and 0.400 m0.
k = 0.4 nm⁻¹: 0.337 and 0.761 m0.

The energy difference between the two directions follows 2Dk⁴ within 3% up to 0.2 nm⁻¹ but is 0.61 of it at 0.4 nm⁻¹. Perturbation theory fails once R rivals half the gap. In the four-band model along [110] this means √3 cγ3k² ≈ g/2, or 95.7k² ≈ 10.2, hence k ≈ 0.33 nm⁻¹. In the six-band film the power series stops converging sooner: the two lowest subbands meet at a complex wavevector with |k| = 0.28 nm⁻¹ along [110] and 0.45 nm⁻¹ along [100].

A working limit follows from the anisotropy relative to the kinetic energy:

[E(100) − E(110)]/(Ak²) ≈ 2Dk²/A = 5.25k², with k in nm⁻¹.

Keeping this below 5% requires k < 0.098 nm⁻¹. At low temperature, a spin-degenerate circular Fermi line has kF = √(2πp), so the hole density p should stay below about 1.5×10¹¹ cm⁻². If the thermal scale Ak² = kBT is used instead, the temperature should stay below about 13 K. These limits belong to this film; both depend on thickness, mainly through D. The L² growth of (5) is reached only in thick silicon films: the six-band D is 213, 321, 815 and 1772 meV nm⁴ at 2, 5, 10 and 15 nm, and the 5% limit is k < 0.119, 0.098, 0.062 and 0.043 nm⁻¹. Thinning the film widens the range only slightly, because the gap cannot exceed 2Δ/3.

At 300 K the thermal wavevector √(kBT/A) is 0.46 nm⁻¹. The apparent masses there are 0.37 m0 along [100] and 0.90 m0 along [110]. The second subband edge has a Boltzmann factor of 0.56 relative to the first. With Boltzmann weights over the computed bands, 69% of the holes are in the first subband and 27% in the second, fewer than 1% lie in the first subband at k < 0.098 nm⁻¹, and the first subband holds as many holes as a parabolic band of mass 1.1 m0. A room-temperature density of states or mobility therefore needs the computed bands of several subbands, even though the first has a well-defined edge mass.

**Inversion layers: the spin branches warp sooner**

A gate field removes the symmetry between the walls, and the pair may split away from k = 0. The heavy states m = ±3/2 differ by three units of angular momentum. A coupling linear in k changes m by one and T changes it by two, so this model first joins the pair at third order. This is a property of the Hamiltonian used, not of the symmetry: a term kxJy³ − kyJx³ respects the quarter turn, the mirror and time reversal and joins m = ±3/2 linearly in k. The model omits it, and its size is not estimated here. With W denoting the coupling,

W = k³(a e^(3iθ) + b e^(−iθ)),
E₊ − E₋ = 2k³|a + b e^(−4iθ)|.

Multiplying k₊ by the two parts of T gives both exponentials; with finite Δ a path of three linear couplings, of the form k₊³, also adds to a. Each branch is thus already fourfold anisotropic at third order, while the mean still obeys (1).

For a uniform 0.5 MV/cm across the same film, the mean mass is 0.323 m0 and D is 277 meV nm⁴. At k = 0.015 nm⁻¹ the splitting divided by k³ is 8.3 meV nm³ along [100] and 91.5 meV nm³ along [110]. The mirror makes a and b relatively real, so their magnitudes are (91.5+8.3)/4 = 25 and (91.5−8.3)/4 = 21 meV nm³, with opposite signs. The two splittings do not tell which is the larger; the perturbation sum gives b = −25 and a = 21, the latter from about 40 through T and −19 through the three linear steps. They nearly cancel along [100] and add along [110].

Between these directions one branch changes by (91.5−8.3)k³/2 = 42k³ from the splitting and by 2Dk⁴ = 554k⁴ from the mean. To leading order the cubic part is larger below k ≈ 0.075 nm⁻¹. A spin-resolved calculation should keep it; a spin-averaged mass may omit it.

**Atomic faces and stress can break the result**

At an ideal silicon (001) face the two broken bonds of each atom lie in a plane that contains the film normal and either [110] or [1−10], the same for every atom of the face. The quarter turn is lost, and a kxky term in the mass is allowed. Microscopically, the face can mix X with Y at k = 0. This mixing interferes with T, which is quadratic in k, and with the path of two linear couplings met above; both products are second order with angle sin2θ. For the equal-sign trial mixing below, T gives a coefficient of 18.8 meV nm² and the linear path cancels 5.4 of it.

In a film, the number of atomic layers matters. The bonds above an atom lie in a plane perpendicular to those below it, and the pattern alternates from layer to layer. With an odd number of layers the two faces are turned by 90° relative to each other. A quarter turn combined with reflection in the midplane is then a symmetry, and the kxky term cancels. With an even number the faces are aligned and it remains.

To gauge the size, I added an assumed X–Y mixing of 20 meV at each wall, decaying over 0.5 nm, to the field-free film. With equal signs the masses become 0.351 m0 along [110] and 0.282 m0 along [1−10]. With opposite signs the mean mass of the pair stays at 0.312 m0 in both directions, but such a film has no inversion centre, and the pair splits linearly in k, by about 0.28 meV nm × k. The strength is a trial value, not a property of a known interface. An inversion layer pressed against one face does not enjoy the cancellation, and its branches also acquire a linear splitting, about 0.6 meV nm × k for the trial mixing at 0.5 MV/cm, so the third-order onset found above holds only for structureless walls. Shear strain in the film plane also mixes X and Y, so a layer stressed along [110] should be given two masses from the start.

**Beside a real device**

A 5 nm body and 0.5 MV/cm are in the range of thin-body silicon transistors. The neglected effects do not weigh equally.

- Wall penetration: for an oxide barrier of 4.5 eV and mass 0.4 m0 (rough values), matching the envelope and its slope divided by mass extends the film by 0.21 nm per side for the X and Y orbitals but by 0.33 nm for Z, which is lighter along z. This lowers u, and the gap to the second subband falls from 15.1 to 11.2 meV. Solving the six-band film with the barrier raises the mass from 0.312 to 0.336 m0 with symmetric ordering of kz and γ3 at the interface, and to 0.346 m0 with Burt–Foreman ordering; D changes by less than 1% and by −8% respectively. The hard-wall mass is thus low by roughly 7–11%.
- Screening: 10¹² cm⁻² holes lower the mean field by about 0.08 MV/cm, moving the layer mass from 0.323 to 0.320 m0 if the reduced field is taken as uniform, and to about 0.319 m0 in a self-consistent potential. About 3×10¹² cm⁻², the charge that nearly terminates 0.5 MV/cm, brings it to about 0.313 m0.
- Remote bands: the edge energy of 54 meV is 1.6% of the rough 3.4 eV direct gap, but the mass is set by higher levels. The second-order sum lowers A from 177 to 122 meV nm², and 91% of it comes from a level at 359 meV, about a tenth of the gap. Scaling the sum by level energy over gap suggests a correction to A of order 6%; this is an estimate, not a calculation with the remote bands.
- Oxide: its field is 1.5 MV/cm, below a rough breakdown value of 10 MV/cm. The tunnelling factor through 2 nm is of order 10⁻¹².

The assumptions that real devices break most seriously are structureless faces, absence of stress and small k. For the trial face mixing of equal sign, the first makes the [110] and [1−10] masses differ by 22% of their mean. At 300 K the last changes the apparent [110] mass by almost a factor of three. A sound procedure is to compute the subband along [100], [110] and [1−10], quote a single edge mass if the three curvatures agree, and use that mass only while both 2Dk²/A and 2|B|k²/A are small. In these silicon films the two limits nearly coincide (B = −360 against D = 320 meV nm⁴ at 5 nm); where the ratio γ2/γ3 is closer to one, as in germanium (0.75 against 0.23), B sets the tighter one: with rough values γ1 = 13.38, γ2 = 4.24, γ3 = 5.69 and Δ = 296 meV, |B|/D is 3 to 4 for films of 5 to 20 nm.
